# Sampled vertical core-level spectra contain no vibrational progression: test program

```python
# Result under test: averaging vertical ionization energies U(q) over the quantum
# position density gives the exact mean and variance of the vibronic spectrum, but
# a third moment too small by (hw/2)<U'^2> and no vibrational progression.
# Classical Boltzmann sampling also loses the zero-point width.
# Symbols: q dimensionless coordinate, H_i = (hw/2) p^2 + V_i(q), H_f = H_i + U(q),
# hw initial quantum, S Huang-Rhys factor, F = U'(0), G = U''(0), gamma lifetime
# FWHM, recoil amplitude exp(i kappa q). Energies in eV, relative to U(0) = 0
# in the harmonic model.
import math
import numpy as np
from scipy.constants import k as k_joule, e as charge, hbar
from scipy.special import voigt_profile

KB = k_joule / charge
hw, S, gamma, temp = 0.40, 0.5, 0.10, 300.0
F = hw * math.sqrt(2 * S)


def kinetic_matrix(q):
    """Sinc-grid matrix of (hw/2) p^2."""
    step = q[1] - q[0]
    n = np.arange(len(q))
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    mat = np.where(diff == 0, math.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    return 0.5 * hw * mat / step**2


def spectrum(q, v_initial, v_final, temperature, amplitude=None):
    """Line energies and weights from overlaps; density; mean kinetic energy."""
    kin = kinetic_matrix(q)
    e_i, c_i = np.linalg.eigh(kin + np.diag(v_initial))
    e_f, c_f = np.linalg.eigh(kin + np.diag(v_final))
    pop = np.exp(-(e_i - e_i[0]) / (KB * temperature))
    keep = pop > 1e-13
    pop, e_i, c_i = pop[keep] / pop[keep].sum(), e_i[keep], c_i[:, keep]
    amp = np.ones(len(q)) if amplitude is None else amplitude
    overlap = c_f.T @ (amp[:, None] * c_i)
    weights = np.abs(overlap)**2 * pop
    energies = e_f[:, None] - e_i[None, :]
    density = c_i**2 @ pop
    mean_kin = pop @ e_i - density @ v_initial
    return energies.ravel(), weights.ravel(), density, mean_kin


def central_moments(values, weights):
    w = weights / weights.sum()
    mean = w @ values
    return mean, w @ (values - mean)**2, w @ (values - mean)**3


def coth_factor(temperature):
    return 1 / math.tanh(hw / (2 * KB * temperature))


def boltzmann(potential, temperature):
    w = np.exp(-(potential - potential.min()) / (KB * temperature))
    return w / w.sum()


def close(a, b, tol=1e-7):
    assert abs(a - b) < tol, (a, b)


# ---- General moment formulas on two Morse curves (anharmonic, thermal) ----
qm = np.linspace(-6, 22, 281)
t_morse = 2000.0
v1 = 5.0 * (1 - np.exp(-0.2 * qm))**2
x2 = np.exp(-0.2 * (qm + 0.8))
v2 = 6.0 * (1 - x2)**2
gap = v2 - v1
slope = (12.0 * (1 - x2) * 0.2 * x2
         - 10.0 * (1 - np.exp(-0.2 * qm)) * 0.2 * np.exp(-0.2 * qm))
en, wt, rho, kin_m = spectrum(qm, v1, v2, t_morse)
morse_true = central_moments(en, wt)
morse_avg = central_moments(gap, rho)
morse_extra = 0.5 * hw * (rho @ slope**2)
close(morse_true[0], morse_avg[0])
close(morse_true[1], morse_avg[1])
close(morse_true[2], morse_avg[2] + morse_extra)
assert morse_extra > 1e-3
# coordinate-dependent real amplitude changes even the mean
d = 1 + 0.2 * qm
en, wt, _, _ = spectrum(qm, v1, v2, t_morse, d)
d_mean = central_moments(en, wt)[0]
d_sampled = (rho @ (d**2 * gap)) / (rho @ d**2)
close(d_mean, d_sampled + 0.5 * hw * 0.2**2 / (rho @ d**2))
# recoil amplitude
e_rec = 0.10
kappa = math.sqrt(2 * e_rec / hw)
en, wt, _, _ = spectrum(qm, v1, v2, t_morse, np.exp(1j * kappa * qm))
rec_m = central_moments(en, wt)
close(rec_m[0], morse_avg[0] + e_rec)
close(rec_m[1], morse_avg[1] + 4 * e_rec * kin_m)

# ---- Harmonic mode with linear coupling ----
q = np.linspace(-12, 12, 241)
vh = 0.5 * hw * q**2
lines, weights, dens, _ = spectrum(q, vh, vh + F * q, temp)
true = central_moments(lines, weights)
sampled = central_moments(F * q, dens)
classical = central_moments(F * q, boltzmann(vh, temp))
c = coth_factor(temp)
close(true[0], 0)
close(true[1], S * hw**2 * c)
close(true[2], S * hw**3)
close(sampled[1], true[1])
close(sampled[2], 0)
close(classical[1], 2 * S * hw * KB * temp)
t_eff = hw / (2 * KB) * c
close(central_moments(F * q, boltzmann(vh, t_eff))[1], true[1])
progression = []
for n in range(5):
    near = np.abs(lines - (n - S) * hw) < 1e-6
    progression.append(weights[near].sum())
    close(progression[n], math.exp(-S) * S**n / math.factorial(n), 1e-5)

# widths against temperature
width_table = []
for t in (100.0, 300.0, 1000.0, 3000.0):
    en, wt, _, _ = spectrum(q, vh, vh + F * q, t)
    s_q = math.sqrt(central_moments(en, wt)[1])
    s_c = math.sqrt(central_moments(F * q, boltzmann(vh, t))[1])
    x = hw / (2 * KB * t)
    close((s_q / s_c)**2, x / math.tanh(x), 1e-5)
    width_table.append((t, s_q, s_c))

# ---- Correlation functions, theta = omega * t ----
def corr_true(theta):
    return np.sum(weights * np.exp(-1j * lines * theta / hw))


def corr_sampled(theta):
    return np.sum(dens * np.exp(-1j * F * q * theta / hw))


for theta in (0.3, 1.0, math.pi, 2 * math.pi):
    close(abs(corr_true(theta)), math.exp(-S * c * (1 - math.cos(theta))))
    close(abs(corr_sampled(theta)), math.exp(-S * c * theta**2 / 2))
small = 0.05
early = abs(corr_true(small) - corr_sampled(small)) / (S * small**3 / 6)
assert abs(early - 1) < 0.05   # next orders are relative size theta and smaller
period_fs = 2 * math.pi * hbar / (hw * charge) * 1e15
damping = math.exp(-math.pi * gamma / hw)

# ---- Broadened line shapes ----
grid = np.arange(-4, 5, 0.005)
de = grid[1] - grid[0]


def broaden(centres, wts, fwhm):
    total = np.zeros(len(grid))
    for start in range(0, len(centres), 2000):
        cen, w = centres[start:start + 2000], wts[start:start + 2000]
        total += (fwhm / (2 * math.pi)
                  / ((grid[:, None] - cen)**2 + fwhm**2 / 4)) @ w
    return total


def maxima(curve):
    mid = curve[1:-1]
    peak = (mid > curve[:-2]) & (mid >= curve[2:]) & (mid > 0.01 * curve.max())
    return np.where(peak)[0] + 1


def distance(a, b):
    return np.sum(np.abs(a - b)) * de


strong = weights > 1e-10
shape_true = broaden(lines[strong], weights[strong], gamma)
shape_q = voigt_profile(grid, math.sqrt(sampled[1]), gamma / 2)
shape_c = voigt_profile(grid, math.sqrt(classical[1]), gamma / 2)
peaks = maxima(shape_true)
assert len(peaks) >= 3
assert np.all(np.abs(np.diff(grid[peaks]) - hw) < 0.011)  # two grid steps
assert len(maxima(shape_q)) == 1 and len(maxima(shape_c)) == 1

rng = np.random.default_rng(7)
sample_table = []
for number in (100, 2000, 40000):
    u = F * rng.normal(0, math.sqrt(c / 2), number)
    shape = broaden(u, np.full(number, 1 / number), gamma)
    sample_table.append((number, distance(shape, shape_q),
                         distance(shape, shape_true)))
assert sample_table[-1][1] < 0.03 and sample_table[-1][2] > 0.3
counts = []
for trial in range(50):
    u = F * rng.normal(0, math.sqrt(c / 2), 30)
    counts.append(len(maxima(broaden(u, np.full(30, 1 / 30), gamma))))
assert np.mean(counts) > 1.5

life_table = []
for g in (0.1, 0.4, 1.2):
    exact_shape = broaden(lines[strong], weights[strong], g)
    limit = voigt_profile(grid, math.sqrt(sampled[1]), g / 2)
    life_table.append((g, distance(exact_shape, limit)))
assert life_table[0][1] > life_table[1][1] > life_table[2][1]
assert life_table[2][1] < 0.1

# ---- Changed final frequency ----
hw_final = 0.44
G = hw_final**2 / hw - hw
u2 = F * q + 0.5 * G * q**2
en, wt, _, _ = spectrum(q, vh, vh + u2, temp)
quad = central_moments(en, wt)
quad_c = central_moments(u2, boltzmann(vh, temp))
s2 = c / 2
close(quad[0], G * s2 / 2)
close(quad[1], F**2 * s2 + G**2 * s2**2 / 2)
close(quad[2], 3 * F**2 * G * s2**2 + G**3 * s2**3
      + 0.5 * hw * (F**2 + G**2 * s2))
close(quad_c[0], G * KB * temp / (2 * hw))

# ---- Recoil in the harmonic model ----
en, wt, _, _ = spectrum(q, vh, vh + F * q, temp, np.exp(1j * kappa * q))
rec = central_moments(en, wt)
close(rec[0], e_rec)
close(rec[1], (S * hw**2 + e_rec * hw) * c)

# ---- Output ----
print(f"hw = {hw:.2f} eV, S = {S:.1f}, F = {F:.3f} eV")
print(f"lifetime FWHM = {gamma:.2f} eV, T = {temp:.0f} K, kT = {KB*temp:.5f} eV")
print(f"coth(hw/2kT) = {c:.8f}")
for n, w in enumerate(progression):
    print(f"line n={n}: energy {(n-S)*hw:+.2f} eV, weight {w:.4f}")
print(f"std dev, true spectrum      = {math.sqrt(true[1]):.4f} eV")
print(f"std dev, quantum sampling   = {math.sqrt(sampled[1]):.4f} eV")
print(f"std dev, classical sampling = {math.sqrt(classical[1]):.4f} eV")
print(f"third central moment, true  = {true[2]:.4f} eV^3")
print(f"third central moment, quantum sampling = {abs(sampled[2]):.4f} eV^3")
print(f"skewness, true = {true[2]/true[1]**1.5:.3f}")
print(f"effective temperature = {t_eff:.0f} K")
for t, a, b in width_table:
    print(f"T={t:.0f} K: std dev quantum {a:.4f}, classical {b:.4f} eV")
print(f"vibrational period = {period_fs:.2f} fs")
print(f"|correlation| after one period, true = {abs(corr_true(2*math.pi)):.4f}")
print(f"|correlation| after one period, sampled = "
      f"{abs(corr_sampled(2*math.pi)):.2e}")
print(f"lifetime damping after one period = {damping:.3f}")
print(f"early difference / (S theta^3/6) at theta=0.05: {early:.4f}")
print("true maxima above 1% of top (eV):",
      " ".join(f"{x:+.2f}" for x in grid[peaks]))
print("their heights (1/eV):", " ".join(f"{x:.3f}" for x in shape_true[peaks]))
print(f"maxima: quantum limit {len(maxima(shape_q))}, "
      f"classical limit {len(maxima(shape_c))}")
print(f"top height: quantum {shape_q.max():.3f}, "
      f"classical {shape_c.max():.3f} 1/eV")
print("integrated absolute differences (dimensionless, largest possible 2):")
for n, a, b in sample_table:
    print(f"{n} samples: to smooth limit {a:.3f}, to true spectrum {b:.3f}")
print(f"30 samples: mean number of maxima over 50 sets = {np.mean(counts):.2f}")
for g, a in life_table:
    print(f"lifetime FWHM {g:.1f} eV: smooth limit to true {a:.3f}")
print(f"final quantum {hw_final:.2f} eV: G = {G:.3f} eV")
print(f"  mean: true {quad[0]:.4f}, classical {quad_c[0]:.4f} eV")
print(f"recoil energy {e_rec:.2f} eV, kappa = {kappa:.4f}")
print(f"  mean shift {rec[0]:.4f} eV, std dev {math.sqrt(rec[1]):.4f} eV")
print(f"Morse pair, T = {t_morse:.0f} K, true | quantum sampling:")
print(f"  mean {morse_true[0]:.5f} | {morse_avg[0]:.5f} eV")
print(f"  variance {morse_true[1]:.5f} | {morse_avg[1]:.5f} eV^2")
print(f"  third central {morse_true[2]:.5f} | {morse_avg[2]:.5f} eV^3")
print(f"  kinetic term (hw/2)<U'^2> = {morse_extra:.5f} eV^3")
print(f"  mean with amplitude 1+0.2q: {d_mean:.5f} | {d_sampled:.5f} eV")
print("checks complete")
```

Running it gives:

```
hw = 0.40 eV, S = 0.5, F = 0.400 eV
lifetime FWHM = 0.10 eV, T = 300 K, kT = 0.02585 eV
coth(hw/2kT) = 1.00000038
line n=0: energy -0.20 eV, weight 0.6065
line n=1: energy +0.20 eV, weight 0.3033
line n=2: energy +0.60 eV, weight 0.0758
line n=3: energy +1.00 eV, weight 0.0126
line n=4: energy +1.40 eV, weight 0.0016
std dev, true spectrum      = 0.2828 eV
std dev, quantum sampling   = 0.2828 eV
std dev, classical sampling = 0.1017 eV
third central moment, true  = 0.0320 eV^3
third central moment, quantum sampling = 0.0000 eV^3
skewness, true = 1.414
effective temperature = 2321 K
T=100 K: std dev quantum 0.2828, classical 0.0587 eV
T=300 K: std dev quantum 0.2828, classical 0.1017 eV
T=1000 K: std dev quantum 0.2856, classical 0.1857 eV
T=3000 K: std dev quantum 0.3511, classical 0.3216 eV
vibrational period = 10.34 fs
|correlation| after one period, true = 1.0000
|correlation| after one period, sampled = 5.17e-05
lifetime damping after one period = 0.456
early difference / (S theta^3/6) at theta=0.05: 0.9993
true maxima above 1% of top (eV): -0.20 +0.20 +0.60 +1.00
their heights (1/eV): 3.893 1.998 0.529 0.102
maxima: quantum limit 1, classical limit 1
top height: quantum 1.232, classical 2.758 1/eV
integrated absolute differences (dimensionless, largest possible 2):
100 samples: to smooth limit 0.178, to true spectrum 0.739
2000 samples: to smooth limit 0.048, to true spectrum 0.678
40000 samples: to smooth limit 0.007, to true spectrum 0.681
30 samples: mean number of maxima over 50 sets = 7.02
lifetime FWHM 0.1 eV: smooth limit to true 0.678
lifetime FWHM 0.4 eV: smooth limit to true 0.151
lifetime FWHM 1.2 eV: smooth limit to true 0.024
final quantum 0.44 eV: G = 0.084 eV
  mean: true 0.0210, classical 0.0027 eV
recoil energy 0.10 eV, kappa = 0.7071
  mean shift 0.1000 eV, std dev 0.3464 eV
Morse pair, T = 2000 K, true | quantum sampling:
  mean 0.15286 | 0.15286 eV
  variance 0.05530 | 0.05530 eV^2
  third central 0.01084 | -0.00806 eV^3
  kinetic term (hw/2)<U'^2> = 0.01890 eV^3
  mean with amplitude 1+0.2q: 0.23038 | 0.22314 eV
checks complete
```
